# Langevin diamagnetism of the hydrogen and helium atoms

An atom with its nucleus fixed at the origin stands in a weak uniform magnetic field $B$ along $z$. Its ground state has total orbital angular momentum $L=0$. Relativistic corrections are neglected, and the electron spin is left aside until part (g). The magnetisability $\xi$ is defined by the energy

$$E(B)=E(0)-\tfrac12\,\xi B^2 .$$

Atomic units are used, with $\hbar=m_e=e=4\pi\varepsilon_0=1$. The electron has charge $-1$, so the field enters by replacing $\mathbf p$ with $\mathbf p+\mathbf A$. The numerical output after the text lists the computed values.

### (a) Express $\xi$ through an expectation value of the field-free ground state.

**Answer.** Take the vector potential

$$\mathbf A=\tfrac12\mathbf B\times\mathbf r=\tfrac B2(-y,\,x,\,0).$$

Since $\nabla\cdot\mathbf A=0$, we have $\mathbf p\cdot\mathbf A=\mathbf A\cdot\mathbf p$, and the kinetic energy of one electron becomes

$$\tfrac12(\mathbf p+\mathbf A)^2=\tfrac12p^2+\mathbf A\cdot\mathbf p+\tfrac12A^2
=\tfrac12p^2+\tfrac B2(xp_y-yp_x)+\tfrac{B^2}{8}(x^2+y^2).$$

The middle bracket is $l_z$. Summed over electrons, the perturbation is

$$\tfrac B2L_z+\tfrac{B^2}{8}\sum_i(x_i^2+y_i^2).$$

A state with $L=0$ obeys $L_z|0\rangle=0$. The linear term therefore has no first-order energy, and its second-order energy vanishes too, because every numerator contains $\langle n|L_z|0\rangle=0$. To order $B^2$ only the mean value of the quadratic term is left.

An $L=0$ state is unchanged by rotations, so its electron density is spherical and $\langle x^2\rangle=\langle y^2\rangle=\langle z^2\rangle=\tfrac13\langle r^2\rangle$. Hence

$$E(B)-E(0)=\frac{B^2}{8}\cdot\frac23\sum_i\langle r_i^2\rangle=\frac{B^2}{12}\sum_i\langle r_i^2\rangle .$$

Setting this equal to $-\tfrac12\xi B^2$ gives

$$\boxed{\;\xi=-\frac16\sum_i\langle r_i^2\rangle\;}$$

The induced moment is $m=-dE/dB=\xi B$. It is opposite to the field, which is what diamagnetism means, and it grows with the area over which the electrons are spread.

If $L_z|0\rangle\neq0$, as for a molecule whose nuclear frame has no axial symmetry about the field direction, the linear term also contributes. For a non-degenerate ground state its second-order energy is negative or zero, so it adds a positive or zero part to $\xi$, and the boxed formula is then incomplete. The density of a molecule is also not spherical, so $\langle x^2+y^2\rangle$ can depend on the orientation. Its average over all orientations is still $\tfrac23\langle r^2\rangle$. In a tetrahedral molecule such as methane, with the origin at the carbon nucleus, symmetry gives this value for every orientation.

### (b) Evaluate $\xi$ for hydrogen, and for a one-electron ion of nuclear charge $Z$.

**Answer.** The normalized ground state is $\psi=\sqrt{Z^3/\pi}\,e^{-Zr}$. With $\int_0^\infty r^ne^{-2Zr}dr=n!/(2Z)^{n+1}$,

$$\langle r^2\rangle=\frac{Z^3}{\pi}\,4\pi\int_0^\infty r^4e^{-2Zr}dr=4Z^3\,\frac{24}{32Z^5}=\frac{3}{Z^2},
\qquad \xi=-\frac{1}{2Z^2}.$$

For hydrogen $\langle r^2\rangle=3$ and $\xi=-0.5$ atomic units. A larger nuclear charge contracts the orbital and weakens the diamagnetism as $1/Z^2$.

This was tested without using $\langle r^2\rangle$: the Hamiltonian with the quadratic term was diagonalized at small fields, and the curvature of the lowest energy gave $\xi=-0.500000$.

### (c) For hydrogen, move the origin of $\mathbf A$ to the point $(d,0,0)$, leaving the nucleus in place. What happens to each part of $\xi$?

**Answer.** Now $\mathbf A=\tfrac B2(-y,\,x-d,\,0)$, and the perturbation is

$$\tfrac B2(l_z-d\,p_y)+\tfrac{B^2}{8}\left[(x-d)^2+y^2\right].$$

*Quadratic term.* Since $\langle x\rangle=0$ and $\langle x^2+y^2\rangle=\tfrac23\cdot3=2$,

$$\xi_{\rm dia}=-\tfrac14\langle(x-d)^2+y^2\rangle=-\tfrac14(2+d^2).$$

*Linear term.* Its first-order energy is zero because $l_z|0\rangle=0$ and $\langle p_y\rangle=0$. In second order

$$E_2=-\frac{B^2d^2}{4}\sum_{n\ne0}\frac{|\langle n|p_y|0\rangle|^2}{E_n-E_0},$$

where the sum includes the continuum. The field-free Hamiltonian $H_0$ satisfies $[H_0,y]=-ip_y$. Taking the matrix element between $n$ and $0$ gives

$$\langle n|p_y|0\rangle=i(E_n-E_0)\langle n|y|0\rangle .$$

Use this for one of the two factors in the numerator. The denominator cancels. The missing term $n=0$ may be added, since $\langle0|p_y|0\rangle=0$, and completeness gives

$$\sum_{n\neq0}\frac{|\langle n|p_y|0\rangle|^2}{E_n-E_0}=i\langle0|p_yy|0\rangle .$$

For a real wave function $\langle p_yy+yp_y\rangle=0$, so $\langle p_yy\rangle=\tfrac12\langle[p_y,y]\rangle=-\tfrac i2$, and the sum equals $\tfrac12$. Therefore $E_2=-B^2d^2/8$ and $\xi_{\rm para}=+d^2/4$. The total is

$$\xi=-\tfrac14(2+d^2)+\tfrac14d^2=-\tfrac12 .$$

For $d=1$ the two parts are $-0.75$ and $+0.25$. A numerical linear-response calculation confirms the cancellation. For the exact states the observable total does not depend on the origin, but its division into parts does. The cancellation used completeness. In a finite basis that does not contain $y\psi$ the sum falls short of $\tfrac12$, and the computed total does depend on the origin: with only $s$ functions on the nucleus, $\xi_{\rm para}$ is zero and the whole term $-d^2/4$ survives. The formula of part (a) was derived with the origin at the nucleus, where the linear term drops out. Moving the origin along the field changes nothing, because $\mathbf A$ does not contain $z$; a displacement perpendicular to the field brings the linear term back.

### (d) Convert one atomic unit of $\xi$ to J/T², and to a molar susceptibility in SI and in Gaussian (cgs) units. Apply the result to hydrogen.

**Answer.** The atomic unit of energy is $\hbar^2/(m_ea_0^2)$ and that of magnetic field is $\hbar/(ea_0^2)$. The unit of $\xi$ is energy divided by field squared:

$$\frac{\hbar^2}{m_ea_0^2}\cdot\frac{e^2a_0^4}{\hbar^2}=\frac{e^2a_0^2}{m_e}
=\frac{(1.602177\times10^{-19})^2(5.291772\times10^{-11})^2}{9.109384\times10^{-31}}
=7.89104\times10^{-29}\ \text{J/T}^2 .$$

In a dilute gas with $n$ atoms per volume the magnetisation is $M=n\xi B$, and $B\approx\mu_0H$ because the response is tiny. Thus $\chi=M/H=\mu_0n\xi$. Multiplying by the molar volume $N_A/n$ gives

$$\chi_m^{\rm SI}=\mu_0N_A\,\xi .$$

One atomic unit of $\xi$ therefore corresponds to $5.97166\times10^{-11}$ m³/mol. A Gaussian susceptibility is smaller than the SI one by $4\pi$, and 1 m³ is $10^6$ cm³, so

$$\frac{5.97166\times10^{-11}\times10^6}{4\pi}=4.75209\times10^{-6}\ \text{cm}^3/\text{mol (cgs)}.$$

The same factor follows from other constants. Combining $\alpha=e^2/(4\pi\varepsilon_0\hbar c)$, $a_0=4\pi\varepsilon_0\hbar^2/(m_ee^2)$ and $\mu_0\varepsilon_0c^2=1$ gives $\mu_0e^2/(4\pi m_e)=\alpha^2a_0$. The cgs factor is thus $N_A\alpha^2a_0^3$ with $a_0$ in cm, and the two routes agree numerically.

For hydrogen, multiplication by $-0.5$ gives

- $\xi=-3.9455\times10^{-29}$ J/T²,
- $\chi_m=-2.376\times10^{-6}$ cm³/mol (cgs), or $-2.986\times10^{-11}$ m³/mol (SI).

The label "cm³/mol" alone does not fix the value: the system must be named, because the factor $4\pi$ remains even when the volume unit is the same.

### (e) Estimate $\chi_m$ of helium with the trial function $\Psi=(\zeta^3/\pi)\,e^{-\zeta(r_1+r_2)}$, choosing $\zeta$ by the variational principle.

**Answer.** Each electron has kinetic energy $\tfrac12\int|\nabla\psi|^2d^3r=\tfrac12\zeta^2$, because $|\nabla\psi|=\zeta\psi$. Its attraction to the nucleus is

$$-2\left\langle\frac1r\right\rangle=-2\cdot4\zeta^3\int_0^\infty re^{-2\zeta r}dr=-2\cdot\frac{4\zeta^3}{4\zeta^2}=-2\zeta .$$

For the repulsion, let $\phi(r)$ be the potential of the density $\rho=(\zeta^3/\pi)e^{-2\zeta r}$. It satisfies $(r\phi)''=-4\pi r\rho=-4\zeta^3re^{-2\zeta r}$, with $r\phi\to0$ at the origin and $r\phi\to1$ far away. The solution is

$$r\phi=1-(1+\zeta r)e^{-2\zeta r},$$

as two differentiations confirm. The repulsion energy is then

$$\int\rho\,\phi\,d^3r=4\zeta^3\int_0^\infty\left[re^{-2\zeta r}-re^{-4\zeta r}-\zeta r^2e^{-4\zeta r}\right]dr
=4\zeta^3\left[\frac1{4\zeta^2}-\frac1{16\zeta^2}-\frac{1}{32\zeta^2}\right]=\frac58\zeta .$$

Adding two electrons and their repulsion,

$$E(\zeta)=\zeta^2-4\zeta+\tfrac58\zeta=\zeta^2-\tfrac{27}{8}\zeta,
\qquad \frac{dE}{d\zeta}=2\zeta-\tfrac{27}{8}=0\ \Rightarrow\ \zeta=\tfrac{27}{16}=1.6875 .$$

The integral of part (b), with $Z$ replaced by $\zeta$, gives $3/\zeta^2$ per electron. Hence

$$\sum_i\langle r_i^2\rangle=\frac{6}{1.6875^2}=2.107,\qquad \xi=-\frac{2.107}{6}=-0.351,$$

$$\chi_m=-0.3512\times4.75209\times10^{-6}=-1.67\times10^{-6}\ \text{cm}^3/\text{mol (cgs)}.$$

### (f) Hartree–Fock theory gives $\sum_i\langle r_i^2\rangle=2.3697$ for helium, and a correlated Hylleraas function gives $2.3870$. Find $\chi_m$ for both and explain the difference from part (e).

**Answer.** The Hylleraas function is an expansion in $r_1+r_2$, $r_1-r_2$ and $r_{12}$, so it contains the distance between the electrons explicitly. With one more digit kept in the Hartree–Fock sum, the two values are

$$\text{Hartree–Fock:}\quad \xi=-\frac{2.36966}{6}=-0.3949,\qquad \chi_m=-1.877\times10^{-6}\ \text{cm}^3/\text{mol},$$

$$\text{Hylleraas:}\quad \xi=-\frac{2.3870}{6}=-0.3978,\qquad \chi_m=-1.891\times10^{-6}\ \text{cm}^3/\text{mol}.$$

Both round to $-1.9\times10^{-6}$ cm³/mol in cgs units. The Hylleraas value in SI is $-2.376\times10^{-11}$ m³/mol. Its digits match those of the cgs value for hydrogen by numerical accident, since $4\pi\times0.3978\approx5.00$.

Relative to the Hylleraas result, $\sum\langle r^2\rangle$ is 12% too small in part (e) and 0.7% too small in Hartree–Fock theory. Hartree–Fock also places both electrons in one orbital, but leaves its radial shape free. That freedom alone raises the sum from 2.107 to 2.370, which is most of the gap. For $\langle r^2\rangle$ the main fault of part (e) is therefore the single-exponential shape, and the neglect of correlation matters much less.

The energy hides this fault. It is $-2.84766$ hartree in part (e), $-2.86168$ hartree in Hartree–Fock theory and $-2.90372$ hartree for the Hylleraas function. Freeing the radial shape lowers the energy by only 0.014 hartree, 0.5% of the Hartree–Fock energy, while it raises $\sum\langle r^2\rangle$ by 11% of the Hartree–Fock value. The whole gap to the Hylleraas energy is 0.056 hartree, 1.9% of that energy, and three quarters of it is correlation. Near a variational minimum the energy error is of second order in the error of the wave function, whereas the error of $\langle r^2\rangle$ is in general of first order.

Two checks bear on these numbers. Hartree–Fock energies computed with the quadratic field term reproduce $\xi=-0.3949$. A smaller Hylleraas basis gives 2.3873 instead of 2.3870, so the remaining basis dependence does not affect the rounded answer. Nuclear motion and relativity are still left out.

### (g) Would a gas of free hydrogen atoms at 300 K be diamagnetic?

**Answer.** No. Take $g=2$ and neglect the hyperfine coupling to the proton. The unpaired spin then has two levels at $\pm\mu_BB$, with moments $\mp\mu_B$ along the field. Boltzmann weights give the mean moment

$$m=\mu_B\,\frac{e^{\mu_BB/k_BT}-e^{-\mu_BB/k_BT}}{e^{\mu_BB/k_BT}+e^{-\mu_BB/k_BT}}
=\mu_B\tanh\frac{\mu_BB}{k_BT}\approx\frac{\mu_B^2}{k_BT}\,B
\qquad(\mu_BB\ll k_BT).$$

At 300 K the coefficient $\mu_B^2/(k_BT)$ is $2.076\times10^{-26}$ J/T². This is positive and 526 times the magnitude of the orbital value in part (d), so the gas is paramagnetic. In a weak field the real atom has four hyperfine levels, but their splitting (1420 MHz, about 0.07 K) is far below $k_BT$ and leaves this thermal result unchanged; the measured $g=2.0023$ raises it by 0.2%. The result $\xi=-0.5$ is the orbital part of the response. In the helium ground state the two spins form a singlet, this spin term is absent, and the diamagnetism of part (f) is what remains.

## Values computed for the example and the checks

```
H <r^2> = 3.000000 a0^2
H <x^2+y^2> = 2.000000 a0^2
H xi from <r^2> = -0.500000 a.u.
H xi from energies in a field = -0.500000 a.u.
gauge origin displacement = 1.0 a0
H displaced diamagnetic part = -0.750000 a.u.
H displaced paramagnetic part = 0.250000 a.u.
H displaced total = -0.500000 a.u.
Bohr radius = 5.291772e-11 m
elementary charge = 1.602177e-19 C
electron mass = 9.109384e-31 kg
Avogadro constant = 6.022141e+23 1/mol
magnetic constant mu0 = 1.256637e-06 N/A^2
fine-structure constant = 7.297353e-03 (no unit)
atomic unit of xi = 7.89104e-29 J/T^2
SI molar factor per a.u. = 5.97166e-11 m^3/mol
cgs molar factor per a.u. = 4.75209e-06 cm^3/mol
cgs factor per a0^2 of <r^2> = -7.92016e-07 cm^3/mol
H xi = -3.9455e-29 J/T^2
H molar SI = -2.9858e-11 m^3/mol
H molar cgs = -2.3760e-06 cm^3/mol
He screened exponent = 1.6875 1/a0
He screened energy = -2.84766 hartree
He screened sum <r^2> = 2.1070 a0^2
He screened xi = -0.3512 a.u.
He screened molar cgs = -1.669e-06 cm^3/mol
He Hartree-Fock energy = -2.86168 hartree
He Hartree-Fock sum <r^2> = 2.3697 a0^2
He Hartree-Fock xi = -0.3949 a.u.
He Hartree-Fock molar cgs = -1.877e-06 cm^3/mol
He Hylleraas energy = -2.90372 hartree
He Hylleraas sum <r^2> = 2.3870 a0^2
He Hylleraas xi = -0.3978 a.u.
He Hylleraas molar cgs = -1.891e-06 cm^3/mol
He Hartree-Fock xi from field energies = -0.3949 a.u.
He Hylleraas smaller basis sum <r^2> = 2.3873 a0^2
He Hylleraas xi = -3.139e-29 J/T^2
He Hylleraas molar SI = -2.376e-11 m^3/mol
temperature for H spin = 300 K
H spin response = 2.076e-26 J/T^2
H spin / |orbital| = 526 (ratio)
```
